# Hartree-Fock H⁻: what a negative orbital energy says about binding

## Problem

The ion H⁻ has two electrons in the field of one proton. Treat the nucleus as a fixed point charge, neglect relativity, and use restricted Hartree-Fock (RHF): both electrons, with opposite spins, occupy the same normalized spatial orbital \(\varphi\). The self-consistent orbital energy is \(\varepsilon=-1.26\) eV, and the hydrogen atom has the energy \(E_H=-13.61\) eV.

Find the RHF total energy of H⁻. Does RHF bind the second electron, relative to a hydrogen atom and a free electron at rest? Reconcile the answer with the sign of \(\varepsilon\).

The algebra is in atomic units, where \(E_H=-1/2\). Numbers are in eV and angstrom, with hartree added for the main energies.

## A tempting solution

The orbital energy is the energy of an electron in the ion. By Koopmans' theorem, removing that electron costs \(-\varepsilon=1.26\) eV. What remains is a hydrogen atom, so

\[
E_H-E=-\varepsilon ,\qquad E=E_H+\varepsilon\approx-14.9\ \text{eV}.
\]

The ion lies below the atom, and RHF binds the second electron.

## Where it fails

The fault is in the words "what remains is a hydrogen atom". To see what does remain, we need the energy expression and the orbital equation.

Let \(h=-\tfrac12\nabla^2-1/r\), and write \(\langle h\rangle=\langle\varphi|h|\varphi\rangle\). Each electron contributes \(\langle h\rangle\), and the pair repels once. There is no exchange term between opposite spins, so

\[
E=2\langle h\rangle+J,\qquad
J=\iint\frac{|\varphi(\mathbf r)|^2|\varphi(\mathbf r')|^2}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r' .
\]

Now vary \(\varphi^*\) at fixed normalization, with multiplier \(2\varepsilon\). The one-electron part gives \(2h\varphi\). In \(J\) either of the two equal densities may be varied, which gives \(2v\varphi\), where \(v\) is the Coulomb potential of the single density \(|\varphi|^2\). Dividing by 2,

\[
F\varphi=\varepsilon\varphi,\qquad F=h+v .
\]

Projection on \(\varphi\) gives \(\varepsilon=\langle h\rangle+J\), because \(\langle\varphi|v|\varphi\rangle=J\). Therefore

\[
E=2\langle h\rangle+J=\langle h\rangle+\varepsilon,
\qquad\text{or}\qquad -\varepsilon=\langle h\rangle-E .
\]

This is Koopmans' statement for the present case. The final energy in it is \(\langle h\rangle\), the energy of one electron left in the orbital of the ion. That orbital is not the hydrogen 1s orbital. The tempting solution replaced \(\langle h\rangle\) by \(E_H\).

The variational principle for one electron gives \(\langle h\rangle\ge E_H\). Define the relaxation energy \(R=\langle h\rangle-E_H\ge0\). Then

\[
E_H-E=(\langle h\rangle-E)-(\langle h\rangle-E_H)=-\varepsilon-R .
\]

The ion is bound in this model if \(R<-\varepsilon\). A negative \(\varepsilon\) is necessary for that, but not sufficient, and the size of \(R\) has to be found.

## The self-consistent solution

For a spherical orbital put \(\varphi=u(r)/(r\sqrt{4\pi})\), with \(\int_0^\infty u^2dr=1\), and \(v=w(r)/r\). Poisson's equation is \(\nabla^2v=-4\pi|\varphi|^2=-u^2/r^2\). Since \(\nabla^2(w/r)=w''/r\), the equations to solve are

\[
w''=-\frac{u^2}{r},\quad w(0)=0,\quad w(\infty)=1,
\qquad
-\frac12u''-\frac{1-w}{r}\,u=\varepsilon u .
\]

The boundary values say that \(v\) is finite at the nucleus and that the other electron looks like a unit charge from far away.

The numerical solution has \(\langle h\rangle=-12.02\) eV and \(J=10.76\) eV. Hence

\[
\varepsilon=-12.02+10.76=-1.26\ \text{eV},
\]
\[
E=2(-12.02)+10.76=-13.28\ \text{eV}=-0.487930\ \text{hartree}.
\]

A direct minimization of \(E[\varphi]\) in a Gaussian basis gives the same energy to the six decimals shown.

The virial relation offers another check. Replace \(\varphi(\mathbf r)\) by \(s^{3/2}\varphi(s\mathbf r)\). The total kinetic energy \(T\) is multiplied by \(s^2\) and the total potential energy \(V\) by \(s\). Stationarity at \(s=1\) requires \(2T+V=0\), so \(E=T+V=-T\). The kinetic energy per electron is 6.64 eV, and \(-2(6.64)=-13.28\) eV, as required.

The energy balance is now

\[
R=-12.02+13.61=1.59\ \text{eV},
\]
\[
E_H-E=-\varepsilon-R=1.26-1.59=-0.33\ \text{eV}.
\]

RHF puts H⁻ 0.33 eV above the hydrogen atom. It does not bind the second electron, although \(\varepsilon\) is negative.

## Could a lower RHF solution have been missed?

A stationary solution need not be the minimum, so the conclusion needs a lower bound. Let \(\rho\) be the density \(|\chi|^2\) of any normalized orbital \(\chi\), spherical or not, and let \(\rho_t\) be a fixed trial density of unit charge. Write \((f|g)\) for the Coulomb interaction of two charge distributions. If \(f=\rho-\rho_t\) has the potential \(V_f\), then \(\nabla^2V_f=-4\pi f\), and integration by parts gives

\[
(f|f)=\int fV_f\,d^3r=\frac1{4\pi}\int|\nabla V_f|^2d^3r\ge0 .
\]

Expanding the left side gives \((\rho|\rho)\ge2(\rho|\rho_t)-(\rho_t|\rho_t)\). With \(v_t\) the potential of \(\rho_t\), and \(\varepsilon_t\) the lowest eigenvalue of \(h+v_t\),

\[
E[\chi]\ge2\langle\chi|h+v_t|\chi\rangle-(\rho_t|\rho_t)
\ge2\varepsilon_t-(\rho_t|\rho_t).
\]

Take \(\rho_t\) from the orbital proportional to \(e^{-\zeta r}\) with \(\zeta=11/16\), or 1.30 Å⁻¹. The right side, evaluated numerically, is \(-13.35\) eV. This is already above \(-13.61\) eV, so no doubly occupied orbital can bring H⁻ below hydrogen.

If \(\rho_t\) is instead the self-consistent density, the right side becomes \(2\varepsilon-J=E\), provided \(\varphi\) is the ground state of \(F\). It is: the computed orbital has no node, whereas any state orthogonal to the nodeless ground state of a local potential must change sign. The solution found is therefore the global RHF minimum.

## What the negative orbital energy means

Solving Poisson's equation by shells gives \(w=\int_0^ru^2ds+r\int_r^\infty(u^2/s)\,ds\). Subtracting this from \(1=\int_0^\infty u^2ds\),

\[
1-w(r)=\int_r^\infty u(s)^2\left(1-\frac rs\right)ds>0 .
\]

Each electron thus moves in the attractive potential \(-(1-w)/r\), that of a proton screened by one electron. For an exponentially localized density this potential also falls off exponentially. Far out the orbital equation becomes \(u''=-2\varepsilon u\). Its solutions oscillate for \(\varepsilon>0\) and are linear in \(r\) for \(\varepsilon=0\), and neither kind is normalizable. A localized solution needs \(\varepsilon<0\), and then

\[
u\propto e^{-\kappa r},\qquad \kappa=\sqrt{-2\varepsilon}.
\]

Here \(\kappa=0.57\) Å⁻¹, and the tail of the computed orbital agrees with it.

The sign of \(\varepsilon\) therefore says that the orbital is localized in the field that the other electron, in the same orbital, helps to make. It does not compare the ion with a relaxed hydrogen atom.

The orbital is swollen: its mean radius is 1.33 Å, against 0.79 Å in hydrogen. Its squared overlap with the hydrogen 1s orbital is \(P=0.85\). Together with \(\varepsilon\), this number is enough to show that relaxation wins. Split \(\varphi\) into its 1s part and a remainder orthogonal to it. There is no cross term in \(\langle h\rangle\), because 1s is an eigenfunction of \(h\). The remainder, of weight \(1-P\), has a mean energy no lower than the second hydrogen level, \(E_H/4\). Hence

\[
R\ge(1-P)\left(\tfrac14E_H-E_H\right)=(1-P)\,\tfrac34|E_H|
=0.15\times10.20\ \text{eV}=1.53\ \text{eV}.
\]

This lower bound already exceeds the 1.26 eV gained from \(-\varepsilon\).

## Why the extra electron does not leave

If hydrogen plus a distant electron is lower in energy, one may ask why the calculation does not find it. In RHF one electron cannot leave alone: spreading \(\varphi\) spreads both electrons and gives up the attraction of both to the nucleus.

To see the effect of this constraint, give the two spins different orbitals, normalized exponentials with exponents 1 and \(b\). An exponential orbital with exponent \(a\) has kinetic energy \(a^2/2\) and \(\langle1/r\rangle=a\), so its one-electron energy is \(a^2/2-a\).

For the repulsion, insert \(u^2=4s^2e^{-2s}\), the density of the inner electron, into the formula for \(1-w\). With \(s=r+t\),

\[
1-w=4e^{-2r}\int_0^\infty(rt+t^2)e^{-2t}dt=(1+r)e^{-2r}.
\]

The inner electron thus produces the potential \(1/r-(1+1/r)e^{-2r}\). Averaging it over the outer density \(4b^3r^2e^{-2br}\) gives

\[
J(1,b)=b-\frac{b^3}{(1+b)^3}-\frac{b^3}{(1+b)^2}.
\]

The first term cancels the nuclear attraction \(-b\) of the outer electron, and the total energy is

\[
E(1,b)=-\frac12+\frac{b^2}{2}-\frac{b^3}{(1+b)^3}-\frac{b^3}{(1+b)^2}
\;\longrightarrow\;-\frac12\quad(b\to0).
\]

For \(b=0.1\), or 0.19 Å⁻¹, this is \(-13.51\) eV, already below the RHF value. For \(b=0.01\) it is \(-13.60\) eV. Double occupancy is what keeps the RHF energy above that of the separated system.

## The real ion

The failure to bind belongs to RHF, not to H⁻. Let \(A\) and \(B\) be normalized exponential orbitals with exponents \(a\) and \(b\) and overlap \(S\), and take the singlet spatial function

\[
\Psi=A(1)B(2)+B(1)A(2).
\]

Its norm is \(2(1+S^2)\). The direct and crossed terms of the Hamiltonian each occur twice, so

\[
E_\Psi=\frac{h_{AA}+h_{BB}+2Sh_{AB}+(AA|BB)+(AB|AB)}{1+S^2}.
\]

Minimization gives the exponents 1.96 and 0.54 Å⁻¹, one inner and one outer orbital, and

\[
E_\Psi=-0.513303\ \text{hartree}=-13.97\ \text{eV}.
\]

This is an upper bound to the ground-state energy of the same fixed-nucleus Hamiltonian. It lies 0.36 eV below hydrogen, so the ion is bound by at least that much in this description. It also lies \(13.97-13.28=0.69\) eV below RHF, so the correlation energy missing from RHF is at least 0.69 eV in magnitude, more than the 0.33 eV by which RHF fails to bind.

The numerical check evaluates these energies and tests the relations between them.

## Calculated quantities

```
RHF energy of H-: -0.487930 hartree = -13.27724 eV
Same energy, Gaussian minimization: -0.487930 hartree
Hydrogen energy: -0.500000 hartree = -13.60569 eV
Orbital energy epsilon: -0.046222 hartree = -1.25778 eV
One-electron mean <h>: -12.01947 eV
Coulomb repulsion J: 10.76169 eV
Kinetic energy per electron: 6.63862 eV
Frozen removal cost <h>-E: 1.25778 eV
Relaxation energy R: 1.58623 eV
Relaxed removal energy E_H-E: -0.32845 eV
Weight of hydrogen 1s in frozen orbital: 0.85017 (no unit)
Mean radius in RHF H-: 1.32504 angstrom
Mean radius in hydrogen: 0.79377 angstrom
Orbital tail constant: 0.57457 1/angstrom
Lower bound from trial density: -13.34776 eV
Trial density exponent: 1.29919 1/angstrom
Inner exponent, different orbitals: 1.88973 1/angstrom
First outer exponent: 0.18897 1/angstrom
Energy with first outer exponent: -13.51257 eV
Second outer exponent: 0.01890 1/angstrom
Energy with second outer exponent: -13.60439 eV
Singlet inner exponent: 1.96386 1/angstrom
Singlet outer exponent: 0.53521 1/angstrom
Singlet upper bound: -0.513303 hartree = -13.96768 eV
Singlet binding relative to H: 0.36199 eV
```
